\section*{Retarded dispersion energy of two hydrogen atoms and its half distance}

\section*{Question}

I want the long-range attraction between two ground-state hydrogen atoms, including the finite speed of light. I am given the static polarizability $\alpha=4.5$ in atomic units and told to find $C_6=6.499$, the coefficient of the $R^{-7}$ law at large distance, and the function that joins the two laws. I then need the distance at which retardation has cut the $R^{-6}$ energy to one half.

I treated each atom as one oscillator of unit strength, with its frequency fixed by $\alpha=4.5$. My $C_6$ comes out 10\% too large. What am I missing, and how do I get the joining function without taking a formula on trust?

\section*{Answer}

The static polarizability fixes the $R^{-7}$ coefficient, but not $C_6$. For $C_6$ you need the polarizability $\alpha(i\omega)$ at all imaginary frequencies, which hydrogen lets us calculate. The algebra below uses atomic units with $4\pi\epsilon_0=1$, so $c$ is the inverse fine-structure constant. Numerical values are in eV and \AA.

\subsection*{The energy from two exchanged photons}

Take nonrelativistic atoms with fixed nuclei, at zero temperature, far enough apart that their charge clouds do not overlap. Keep electric dipole coupling only; the magnetic coupling of the electron spins, which this leaves out, is sized at the end. In the multipolar description the canonical field is the transverse displacement field $\mathbf D_\perp$, and the electric field energy is
\[
\frac1{8\pi}\int(\mathbf D_\perp-4\pi\mathbf P_\perp)^2
=\int\Big(\frac{D_\perp^2}{8\pi}-\mathbf D_\perp\!\cdot\mathbf P+2\pi P_\perp^2\Big).
\]
The Coulomb energy is $2\pi\int P_\parallel^2$. Together the two quadratic terms contain the cross term $4\pi\int\mathbf P_A\cdot\mathbf P_B$, which vanishes because the atoms do not overlap. There is thus no instantaneous interaction left, and
\[
H_{\rm int}=-\mathbf d_A\cdot\mathbf E(\mathbf r_A)-\mathbf d_B\cdot\mathbf E(\mathbf r_B),
\]
where $\mathbf E$ stands for $\mathbf D_\perp$ and has the mode expansion of a free field.

Let $|0\rangle$ be the uncoupled ground state. For a long imaginary time $T$, $\langle0|e^{TH_0}e^{-TH}|0\rangle$ is dominated by the true ground state and behaves as $e^{-T\Delta E}$. Hence
\[
\Delta E=-\lim_{T\to\infty}\frac1T\ln\Big\langle\mathcal T
\exp\Big(-\int_0^T\!H_{\rm int}(\tau)\,d\tau\Big)\Big\rangle .
\]
Each atom has $\langle\mathbf d\rangle=0$, and by parity an odd number of dipole operators on one atom averages to zero. The lowest term depending on $R$ therefore has two dipole operators on each atom. Its factor is built as follows:
\begin{itemize}
\item the exponential gives $1/4!$;
\item there are $6$ ways to choose which two of the four factors belong to $A$;
\item the four field operators can be paired in three ways. The pairing $(AA)(BB)$ is a product of one-atom terms, which the logarithm removes. The other two join $A$ to $B$ and are equal.
\end{itemize}
The total is $6\cdot2/24=1/2$. The four correlation functions form a closed loop in time, so they share one frequency:
\[
V=-\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\alpha(i\omega)^2\,{\rm Tr}\,G^2
=-\frac1{2\pi}\int_0^\infty d\omega\,\alpha(i\omega)^2\,{\rm Tr}\,G(i\omega)^2 .
\]
The second form holds because the integrand is even. The atomic factor is the Fourier transform of $\langle\mathcal T d_z(\tau)d_z(0)\rangle=\sum_n z_n^2e^{-w_n|\tau|}$, with $w_n$ the excitation energies and $z_n$ the dipole matrix elements:
\begin{equation}
\alpha(i\omega)=\sum_n\frac{2w_nz_n^2}{w_n^2+\omega^2}
=\sum_n\frac{s_n}{w_n^2+\omega^2},\qquad s_n=2w_nz_n^2 .
\label{alpha}
\end{equation}
Nothing here assumes that the atoms are oscillators. The numerical check tests the energy formula on two-level atoms coupled to two field modes.

\subsection*{The field tensor}

A mode of wave vector $\mathbf k$ in a volume $\mathcal V$ contributes $(2\pi ck/\mathcal V)\,e_ie_j\,e^{i\mathbf k\cdot\mathbf R}e^{-ck|\tau|}$ to the field correlation. The time factor transforms into $2ck/(c^2k^2+\omega^2)$, and the two polarizations sum to $\delta_{ij}-k_ik_j/k^2$. With $\kappa=\omega/c$,
\[
G_{ij}=4\pi\int\frac{d^3k}{(2\pi)^3}\,
\frac{k^2\delta_{ij}-k_ik_j}{k^2+\kappa^2}\,e^{i\mathbf k\cdot\mathbf R}
=(-\delta_{ij}\nabla^2+\partial_i\partial_j)\,g,\qquad g=\frac{e^{-\kappa R}}R .
\]
Here $g$ is the decaying solution of $(-\nabla^2+\kappa^2)g=4\pi\delta(\mathbf R)$. Away from the origin $\nabla^2g=\kappa^2g$, so $G_{ij}=\partial_i\partial_jg-\kappa^2\delta_{ij}g$. Write $x=\kappa R$. Then
\[
g'=-(1+x)\frac{e^{-x}}{R^2},\qquad g''=(2+2x+x^2)\frac{e^{-x}}{R^3}.
\]
The element along $\mathbf R$ is $g''-\kappa^2g$, and each of the two across is $g'/R-\kappa^2g$:
\[
G_\parallel=2(1+x)\frac{e^{-x}}{R^3},\qquad
G_\perp=-(1+x+x^2)\frac{e^{-x}}{R^3}.
\]
At $x=0$ these are $2/R^3$ and $-1/R^3$, the static dipole field. The trace is
\begin{align*}
R^6e^{2x}\,{\rm Tr}\,G^2&=4(1+x)^2+2(1+x+x^2)^2\\
&=(4+8x+4x^2)+(2+4x+6x^2+4x^3+2x^4)\\
&=2(x^4+2x^3+5x^2+6x+3).
\end{align*}
We arrive at
\begin{equation}
V(R)=-\frac1{\pi R^6}\int_0^\infty d\omega\,\alpha(i\omega)^2\,h\!\left(\frac{\omega R}c\right),
\quad h(x)=e^{-2x}(x^4+2x^3+5x^2+6x+3).
\label{V}
\end{equation}

\subsection*{The two limits}

At small $R$, every frequency at which the atom responds appreciably has $\omega R/c\ll1$. Then $h\to3$ and $V\to-C_6/R^6$, with
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha(i\omega)^2\,d\omega .
\label{c6}
\end{equation}
``Small'' still means well outside the charge clouds.

At large $R$, substitute $\omega=cx/R$:
\[
V=-\frac c{\pi R^7}\int_0^\infty dx\,\alpha(icx/R)^2\,h(x).
\]
The decay of $h$ confines $x$ to moderate values, so $\alpha(icx/R)\to\alpha(0)$. With $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$,
\[
\int_0^\infty h\,dx=\frac34+\frac34+\frac54+\frac32+\frac32=\frac{23}4,
\]
and therefore
\begin{equation}
V\to-\frac{C_7}{R^7},\qquad C_7=\frac{23\,c\,\alpha(0)^2}{4\pi}.
\label{c7}
\end{equation}
This is where the static value is sufficient. In the working units $\alpha(0)=0.66683$ \AA$^3$, $c$ becomes $\hbar c=1973.27$ eV\,\AA, and
\[
C_7=\frac{23\times1973.27\times(0.66683)^2}{4\pi}\approx1606\ \text{eV\,\AA}^7,
\]
or 5079 atomic units.

\subsection*{Hydrogen at imaginary frequency}

A dipole takes the ground state, $u_0=2re^{-r}$, to p states with radial functions $u(r)$. The angular integral gives $z=\langle u|r|u_0\rangle/\sqrt3$. So the ground state is coupled to the radial vector $b=2r^2e^{-r}/\sqrt3$, and the p-state energy measured from the ground state is
\[
K=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12 .
\]
Restrict $K$ to the functions $\phi_p=r^pe^{-r}$, $p=2,3,\dots$. The eigenvalues of the resulting matrix serve as the $w_n$ in (\ref{alpha}). They are pseudo-states, which replace the bound and continuum states together. Differentiating,
\[
K\phi_p=\Big\{\Big[1-\tfrac12p(p-1)\Big]r^{p-2}+(p-1)r^{p-1}\Big\}e^{-r},
\]
so $K\phi_2=re^{-r}$ and $K\phi_3=(-2r+2r^2)e^{-r}$.

Two functions can be handled on paper. Using $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$, the overlap matrix $S$ and the matrix $M$ of $K$ are
\[
S=\begin{pmatrix}3/4&15/8\\15/8&45/8\end{pmatrix},\qquad
M=\begin{pmatrix}3/8&3/4\\3/4&9/4\end{pmatrix}.
\]
The condition $\det(M-wS)=0$ reads
\[
\frac{27}{64}(1-2w)(2-5w)-\frac9{64}(2-5w)^2=\frac9{64}(2-5w)(1-w)=0,
\]
which gives $w=2/5$ and $w=1$.

Two sums fix the strengths. Since $b=2\phi_2/\sqrt3$ lies in the basis,
\[
\sum_ns_n=2\langle b|K|b\rangle=\frac83M_{11}=1 .
\]
Next, $K(\phi_2+\frac12\phi_3)=r^2e^{-r}$, so $K^{-1}b=(2/\sqrt3)(\phi_2+\frac12\phi_3)$ also lies in the basis. The static value is therefore free of basis error:
\[
\alpha(0)=\sum_n\frac{s_n}{w_n^2}=2\langle b|K^{-1}|b\rangle
=\frac83\Big(\frac34+\frac{15}{16}\Big)=\frac92 .
\]
This is your 4.5. Let $s_a$ belong to $w=2/5$ and $s_b$ to $w=1$. Subtracting $s_a+s_b=1$ from $\frac{25}4s_a+s_b=\frac92$ leaves $\frac{21}4s_a=\frac72$, so $s_a=2/3$ and $s_b=1/3$.

\subsection*{$C_6$, and what went wrong with one oscillator}

For $a\ne b$, partial fractions give
\[
\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac1{b^2-a^2}\Big(\frac\pi{2a}-\frac\pi{2b}\Big)=\frac\pi{2ab(a+b)},
\]
and the case $a=b$ follows by continuity. Equation (\ref{c6}) becomes
\begin{equation}
C_6=\frac32\sum_{m,n}\frac{s_ms_n}{w_mw_n(w_m+w_n)} .
\label{sum}
\end{equation}
With the two pseudo-states,
\[
C_6\approx\frac32\Big(\frac{125}{36}+\frac1{18}+\frac{50}{63}\Big)=\frac{363}{56}.
\]
The first two terms pair a state with its own kind; the third is the mixed pair, counted twice. In eV\,\AA$^6$ this is 3.873. Three functions give 3.883, and with eighteen
\[
C_6=3.8833\ \text{eV\,\AA}^6=6.499\ \text{atomic units}.
\]
The two-function value is 0.26\% below this.

Your oscillator has $s=1$ and $w=\alpha(0)^{-1/2}$. Equation (\ref{sum}) then gives $C_6=3/(4w^3)=\frac34\alpha(0)^{3/2}$, or 4.278 eV\,\AA$^6$, which is 10\% above the converged value. It has the same $\alpha(0)$ and the same total strength as the two-state response, yet a different $C_6$. These two data cannot determine the integral in (\ref{c6}).

\subsection*{The retardation function}

Define $f$ by $V=-C_6f(R)/R^6$. From (\ref{V}),
\[
f(R)=\frac1{\pi C_6}\int_0^\infty d\omega\,\alpha(i\omega)^2\,h(\omega R/c).
\]
Before looking for $f=1/2$, check that there is one such distance. Differentiating $h$,
\begin{align*}
h'(x)&=e^{-2x}\big[(4x^3+6x^2+10x+6)-(2x^4+4x^3+10x^2+12x+6)\big]\\
&=-2x(x^3+2x+1)e^{-2x}<0\qquad(x>0).
\end{align*}
So $f$ falls steadily from 1 to 0 and crosses one half once. Also $\alpha(i\omega)<\alpha(0)$ for $\omega>0$, so replacing $\alpha(i\omega)$ by $\alpha(0)$ raises the integral. This gives $f<C_7/(C_6R)$: the far law overestimates the attraction at every finite distance, within this dipole treatment.

Numerical integration with the eighteen pseudo-states gives the following.
\begin{center}
\begin{tabular}{rrrr}
$R$ (\AA) & $f$ & $C_7/(C_6R)$ & $V$ (eV)\\
10 & 0.999 & 41.4 & $-3.88\times10^{-6}$\\
50 & 0.978 & 8.27 & $-2.43\times10^{-10}$\\
100 & 0.933 & 4.14 & $-3.62\times10^{-12}$\\
200 & 0.830 & 2.07 & $-5.04\times10^{-14}$\\
300 & 0.733 & 1.379 & $-3.90\times10^{-15}$\\
500 & 0.579 & 0.827 & $-1.44\times10^{-16}$\\
700 & 0.471 & 0.591 & $-1.55\times10^{-17}$\\
1000 & 0.362 & 0.414 & $-1.41\times10^{-18}$\\
2000 & 0.199 & 0.207 & $-1.21\times10^{-20}$\\
10000 & 0.0413 & 0.0414 & $-1.60\times10^{-25}$
\end{tabular}
\end{center}

The first row needs care. Retardation removes 0.1\% of the dipole energy at 10 \AA, but higher multipoles, left out here, add a relative amount $(C_8/C_6)(a_0/R)^2$ at leading order, where $a_0$ is the Bohr radius and $C_8/C_6=124.4/6.499=19.1$ in atomic units. That is 5.4\% at 10 \AA, about 5.8\% with the $R^{-10}$ term, and still 0.2\% at 50 \AA. The column $f$ describes the dipole part, not the complete interaction.

\subsection*{The half distance}

The table brackets the root between 500 and 700 \AA. Linear interpolation gives
\[
500+200\,\frac{0.5791-0.5}{0.5791-0.4707}\approx646\ \text{\AA},
\]
and solving $f(R)=1/2$ numerically gives
\[
R_{1/2}=638.7\ \text{\AA}=1207\ \text{bohr}.
\]
This value is for fixed nuclei. With the finite proton mass, $\alpha(0)=4.507$, $C_6=6.517$ atomic units, and the half distance moves to 639.1 \AA. With fixed nuclei the energy at the half distance is
\[
V(R_{1/2})=-\frac{3.8833\times0.5}{(638.7)^6}\ \text{eV}\approx-2.86\times10^{-17}\ \text{eV}.
\]
As a separate check, the program recomputes this energy with a polarizability from a radial grid and a field tensor summed over plane waves.

Neither limiting law is good at this distance. The near law gives twice the energy. The far law gives $413.55/638.74=0.647$ in place of $0.5$, which is 29\% too much. Setting the far law itself equal to half the near law would put the half distance at $2C_7/C_6=827$ \AA. The two laws cross at $C_7/C_6=413.6$ \AA, where the actual $f$ is 0.639.

The reason the far law has not taken over can be read from the frequencies involved. At $R_{1/2}$ the energy $\hbar c/R$ is $1973.27/638.7=3.1$ eV. At $\hbar\omega=5$ eV, which corresponds to $x\approx1.6$, the polarizability has dropped from 0.667 to 0.558 \AA$^3$, and its square to 70\% of the static value. The weight there, $h(1.6)=e^{-3.2}\times40.15\approx1.6$, is still more than half of $h(0)=3$, so such frequencies contribute substantially to the integral in (\ref{V}), and the far law, which puts $\alpha(0)$ in their place, overcounts them. The exchanged photons still probe the atom's dynamic response. The local power of $1/R$,
\[
-\frac{d\ln|V|}{d\ln R}=6-\frac{d\ln f}{d\ln R},
\]
is 6.64 at $R_{1/2}$, between the two limiting powers.

To compare with an atomic length, choose one oscillator that reproduces both $\alpha(0)$ and $C_6$, giving up unit strength. From $\alpha(0)=s/w^2$ and $C_6=3s^2/(4w^3)$,
\[
w_{\rm eff}=\frac{4C_6}{3\alpha(0)^2},
\]
which is 11.64 eV. Its reduced wavelength is $1973.27/11.64\approx169.5$ \AA. For this single oscillator, substituting $\omega=w_{\rm eff}u$ in the integral for $f$ leaves $R$ only in the combination $w_{\rm eff}R/c$, so the reduced wavelength is its natural unit of distance. The half distance found above for hydrogen is 3.77 times this length: the reduced wavelength is not itself the distance at which half the energy is lost.

At very large $R$ the zero-temperature assumption also sets a limit. The relevant photon energies are of order $\hbar c/R$, and thermal photons matter once this falls to a few $k_BT$. In the far zone they raise the attraction by 0.2\% at $\hbar c/R=5k_BT$, 1.2\% at $3k_BT$, 6\% at $2k_BT$ and 65\% at $k_BT$. At 300 K the last row of the table changes by only 0.02\%.

Real hydrogen atoms also carry electron spins, and everything above is the electric dipole part only. Two spins aligned along the axis have a magnetic dipole energy of size $2\mu_B^2/R^3$ in Gaussian units, which equals $|V|$ at 33 \AA\ and is about $10^4$ times $|V|$ at the half distance; in first order it averages to zero over spin orientations. For atoms in the hyperfine state $F=0$ that term vanishes, but their magnetic response adds an $R^{-6}$ attraction with a coefficient of about $2.5\times10^{-3}$ atomic units. It is below 0.1\% of $V$ at the half distance and overtakes the $R^{-7}$ law beyond about 0.1 mm.

\section*{Table of computed values}
\begin{verbatim}
hbar c = 1973.270 eV angstrom
alpha(0) = 4.500000 a.u. = 0.66683 angstrom^3
hbar w (eV), alpha(i w) (angstrom^3):
     5  0.55754
    10  0.37978
    20  0.17429
    50  0.03883
   100  0.01053
basis functions, C6 (eV angstrom^6):
    1  3.585161
    2  3.873255
    3  3.882995
    4  3.883329
    6  3.883343
   10  3.883343
   18  3.883343
C6 = 6.499027 a.u. = 3.88334 eV angstrom^6
C6 from one oscillator = 4.2780 eV angstrom^6
one-oscillator C6 / true C6 = 1.1016
C7 = 5078.99 a.u. = 1605.97 eV angstrom^7
R (angstrom), f, C7/(C6 R), V (eV):
      10  0.99878   41.35523  -3.8786e-06
      30  0.99067   13.78508  -5.2773e-09
      50  0.97752    8.27105  -2.4295e-10
     100  0.93301    4.13552  -3.6232e-12
     200  0.82991    2.06776  -5.0356e-14
     300  0.73297    1.37851  -3.9045e-15
     400  0.64943    1.03388  -6.1572e-16
     500  0.57913    0.82710  -1.4393e-16
     700  0.47065    0.59079  -1.5535e-17
    1000  0.36221    0.41355  -1.4066e-18
    2000  0.19869    0.20678  -1.2056e-20
    5000  0.08214    0.08271  -2.0416e-23
   10000  0.04128    0.04136  -1.6032e-25
half distance = 638.74 angstrom = 1207.04 bohr
V at half distance = -2.8591e-17 eV
local power of 1/R at half distance = 6.6443
crossing distance C7/C6 = 413.55 angstrom
f at crossing distance = 0.6392
half distance from far law = 827.10 angstrom
effective excitation energy = 11.644 eV
reduced wavelength = 169.46 angstrom
half distance / reduced wavelength = 3.7692
\end{verbatim}
